# Lower bounds to the static polarizability from the Hylleraas functional

Electronic screening in an insulator begins with the distortion of bound electrons by a field. To second order in the field, the energy of this distortion is fixed by the static polarizability $\alpha$. Perturbation theory expresses $\alpha$ through the first-order change of the wavefunction, which can seldom be found in closed form. This problem shows what can be proved when that change is merely guessed.

**Setting.** $N$ electrons of charge $-e$ and mass $m$ move around fixed nuclei, with Hamiltonian $H_0$, in Gaussian units. The state $\psi_0$ is the exact, normalized ground state, with energy $E_0$. Within its symmetry sector (antisymmetric under exchange of electrons, with any further symmetry that the field preserves) it is nondegenerate, and a gap $\Delta>0$ separates it from the rest of the spectrum. A uniform static field $F$ along $z$ gives
$$H(F)=H_0+FW,\qquad W=e\sum_{i=1}^N z_i .$$
The sign is that of a charge $-e$ in the potential $-Fz$. The energy of the fixed nuclei in the field is linear in $F$ and does not affect $\alpha$, so it is omitted. The polarizability is defined by
$$E(F)=E_0+F\langle W\rangle-\tfrac12\alpha F^2+\dots,$$
where $\langle\cdot\rangle$ is the mean in $\psi_0$. An electron held by the Coulomb attraction of nuclei can eventually tunnel away in an unbounded uniform field, so the level is then strictly a resonance. In the model wells that replace the nuclei in some examples below, the potential rises faster than linearly and the level stays bound. In both cases $\alpha$ is the coefficient in this expansion. I write $W'=W-\langle W\rangle$ and $A=H_0-E_0$, so that $A\psi_0=0$.

## (a) The first-order equation

**Find the equation for the first-order wavefunction, show that it has a solution, and express $\alpha$ through it.**

**Solution.** Insert $\psi=\psi_0+F\psi_1+F^2\psi_2+\dots$ and $E=E_0+FE_1+F^2E_2+\dots$ into $H(F)\psi=E\psi$. The terms linear in $F$ give
$$A\psi_1=-(W-E_1)\psi_0 .$$
Projection on $\psi_0$ makes the left side vanish, because $A$ is Hermitian and $A\psi_0=0$. Hence $E_1=\langle W\rangle$ and
$$A\psi_1=-W'\psi_0. \tag{1}$$

The source $W'\psi_0$ is normalizable because a bound state below the continuum decays exponentially. It is orthogonal to $\psi_0$, since $\langle W'\rangle=0$, and it lies in the same sector, since $W$ treats all electrons alike. On the part of the sector orthogonal to $\psi_0$ the spectrum of $A$ starts at $\Delta$, so $A$ has a bounded inverse there and (1) is solvable. The solution is fixed up to a multiple of $\psi_0$.

The terms in $F^2$ give $A\psi_2+W'\psi_1=E_2\psi_0$. Projection on $\psi_0$ removes the first term:
$$E_2=\langle\psi_0|W'|\psi_1\rangle,\qquad \alpha=-2E_2. \tag{2}$$
A multiple of $\psi_0$ added to $\psi_1$ leaves $E_2$ unchanged, again because $\langle W'\rangle=0$. Using (1) in (2),
$$E_2=\langle W'\psi_0|\psi_1\rangle=-\langle\psi_1|A|\psi_1\rangle, \tag{3}$$
so $E_2$ is real and $\alpha=2\langle\psi_1|A|\psi_1\rangle\ge0$.

The same $\alpha$ describes the induced dipole. The electronic dipole operator is $-W$. With $\psi_1$ chosen orthogonal to $\psi_0$, the norm of $\psi$ changes only at order $F^2$, and the dipole changes at first order by $-2F\,\mathrm{Re}\langle\psi_0|W|\psi_1\rangle=-2FE_2=\alpha F$.

## (b) The bound

**For a trial function $\chi$ of finite energy in the sector of $\psi_0$, the Hylleraas functional is**
$$J[\chi]=\langle\chi|A|\chi\rangle+2\,\mathrm{Re}\langle\chi|W'|\psi_0\rangle .$$
**Prove that $\alpha\ge-2J[\chi]$, and find when equality holds.**

**Solution.** Write $\chi=\psi_1+\delta$, with no assumption that $\delta$ is small. Then
$$\begin{aligned}J[\chi]={}&\langle\psi_1|A|\psi_1\rangle+2\,\mathrm{Re}\langle\delta|A|\psi_1\rangle+\langle\delta|A|\delta\rangle\\&+2\,\mathrm{Re}\langle\psi_1|W'|\psi_0\rangle+2\,\mathrm{Re}\langle\delta|W'|\psi_0\rangle .\end{aligned}$$
By (1), $\langle\delta|A|\psi_1\rangle=-\langle\delta|W'|\psi_0\rangle$, so the two terms linear in $\delta$ cancel. By (3) the first term is $-E_2$, and by (2) the fourth is $2E_2$. Therefore
$$J[\chi]=E_2+\langle\delta|A|\delta\rangle. \tag{4}$$

To find the sign of the last term, split $\delta=s\psi_0+\delta_\perp$ with $\delta_\perp$ orthogonal to $\psi_0$. Since $A\psi_0=0$,
$$\langle\delta|A|\delta\rangle=\langle\delta_\perp|A|\delta_\perp\rangle\ge\Delta\,\|\delta_\perp\|^2\ge0 .$$
Here it matters that $\psi_0$ is the lowest state of its sector. With $E_2=-\alpha/2$, equation (4) becomes
$$\alpha=-2J[\chi]+2\langle\delta|A|\delta\rangle\ \ge\ -2J[\chi]. \tag{5}$$
Equality requires $\delta_\perp=0$, that is, $\chi$ equal to $\psi_1$ up to a multiple of $\psi_0$.

The bound is the variational principle at second order in the field. For the trial state $\Psi=\psi_0+F\chi$,
$$\langle\Psi|A+FW'|\Psi\rangle=F^2J[\chi]+F^3\langle\chi|W'|\chi\rangle ,$$
so $J$ is the second-order energy of $\Psi$. An imperfect distortion lowers the energy by too little, and the system appears too stiff.

## (c) Choosing the size of the trial function

**A guess often gives the shape of $\chi$ but not its size. Find the best bound for a given shape $\varphi$, and for a combination of several shapes.**

**Solution.** Put $\chi=\lambda\varphi$, with the phase of $\varphi$ chosen so that $w=\langle\varphi|W'|\psi_0\rangle$ is real. Let $T=\langle\varphi|A|\varphi\rangle$, which is positive unless $\varphi$ is a multiple of $\psi_0$. For real $\lambda$,
$$-2J=-2\lambda^2T-4\lambda w=\frac{2w^2}{T}-2T\Big(\lambda+\frac wT\Big)^2 .$$
The maximum is at $\lambda=-w/T$:
$$\alpha\ \ge\ \frac{2\,|\langle\varphi|W'|\psi_0\rangle|^2}{\langle\varphi|A|\varphi\rangle}. \tag{6}$$
This is never negative, while $-2J$ can be negative when the size is badly chosen.

Let $H_0$, $\psi_0$ and the functions $\varphi_k$ be real. For $\chi=\sum_k\lambda_k\varphi_k$ with real $\lambda_k$, let $T_{kl}=\langle\varphi_k|A|\varphi_l\rangle$ and $w_k=\langle\varphi_k|W'|\psi_0\rangle$. Then $-2J=-2\lambda^{\mathsf T}T\lambda-4\lambda^{\mathsf T}w$. Setting the derivative to zero gives $T\lambda=-w$, and the bound is $2w^{\mathsf T}T^{-1}w$, provided no combination of the $\varphi_k$ is a multiple of $\psi_0$. Adding a function cannot lower this bound, since its coefficient may be set to zero.

## (d) A bound from the ground state alone

**Let $Z'=\sum_iz_i-\langle\sum_iz_i\rangle$, and let all potentials in $H_0$ depend on positions only. Evaluate (6) for $\varphi=Z'\psi_0$.**

**Solution.** Since $W'=eZ'$, the numerator contains $w=e\langle Z'^2\rangle=e(\Delta Z)^2$, where $(\Delta Z)^2$ is the variance of $\sum_iz_i$.

For the denominator, $A\psi_0=0$ allows $T=\langle Z'AZ'\rangle$ to be written in two ways:
$$T=\langle Z'[A,Z']\rangle,\qquad T=-\langle[A,Z']Z'\rangle .$$
Their sum is $2T=\langle[Z',[H_0,Z']]\rangle$. The potentials commute with $Z'$, and the kinetic energy gives $[H_0,Z']=-(i\hbar/m)P_z$, with $P_z$ the total momentum along $z$. Since $[Z',P_z]=i\hbar N$,
$$2T=-\frac{i\hbar}{m}\,(i\hbar N)=\frac{N\hbar^2}{m},\qquad T=\frac{N\hbar^2}{2m}.$$
Equation (6) becomes
$$\alpha\ \ge\ \frac{4me^2(\Delta Z)^4}{N\hbar^2}. \tag{7}$$
For a given number of electrons, large fluctuations of the electronic dipole in the undisturbed ground state thus enforce a large response.

*A case of equality.* For one electron bound harmonically with frequency $\omega$, $\psi_0\propto e^{-m\omega z^2/2\hbar}$ along $z$. Then
$$A(z\psi_0)=[H_0,z]\psi_0=-\frac{\hbar^2}{m}\frac{\partial\psi_0}{\partial z}=\hbar\omega\,z\psi_0 ,$$
so $\psi_1=-(e/\hbar\omega)z\psi_0$ solves (1) and has the trial shape. With $(\Delta Z)^2=\hbar/2m\omega$, (7) gives $e^2/m\omega^2$. Completing the square in $\tfrac12m\omega^2z^2+eFz$ gives the shift $-e^2F^2/2m\omega^2$, hence the same $\alpha$.

*A case with interaction.* Take two electrons of the same spin in one dimension, with $u=x/a$ and $a=\hbar^2/(me^2)$. The well is $(0.25u^4+0.2u^3)e^2/a$ and the repulsion is $e^2/\sqrt{(x_1-x_2)^2+a^2}$. Diagonalization in a weak field gives $\alpha=0.9142\,a^3$. The variance of $x_1+x_2$ is $0.6733\,a^2$, so (7) gives
$$\frac{4(0.6733)^2}{2}\,a^3=0.9067\,a^3,$$
which is 0.8 % below $\alpha$.

As a test of (6), 300 trials were formed from $\psi_0$ times random combinations of $1$, $x_1+x_2$, $x_1^2+x_2^2$, $x_1x_2$, $x_1^3+x_2^3$ and $(x_1+x_2)x_1x_2$. None exceeded $\alpha$; the largest bound was $0.8349\,a^3$. The best combination of the five nonconstant factors gives $0.91404\,a^3$, against $\alpha=0.91424\,a^3$.

## (e) One electron and a fixed charge

**One electron is bound to a fixed point charge $+e$; spin and relativity are ignored. Find the bound from $\chi=-c\,(a/e)\,z\psi_0$ for any real $c$. Then solve (1) and find $\alpha$.**

**Solution.** With $\hbar^2/m=e^2a$, the ground state is $\psi_0=e^{-r/a}/\sqrt{\pi a^3}$ and $E_0=-e^2/2a$. Its radial moments are
$$\langle r^k\rangle=\frac4{a^3}\int_0^\infty r^{k+2}e^{-2r/a}\,dr=\frac{(k+2)!}{2^{k+1}}\,a^k ,$$
so $\langle r^2\rangle=3a^2$ and $\langle r^3\rangle=\tfrac{15}2a^3$. By symmetry $\langle z\rangle=0$ and $\langle z^2\rangle=a^2$.

Part (d) with $N=1$ gives $\langle z\psi_0|A|z\psi_0\rangle=\hbar^2/2m=e^2a/2$. Hence
$$J=c^2\frac{a^2}{e^2}\frac{e^2a}{2}-2c\,\frac ae\,e\,a^2=\Big(\frac{c^2}2-2c\Big)a^3,\qquad \alpha\ge(4c-c^2)\,a^3 .$$
For $c=1$ the bound is $3a^3$, and the best choice $c=2$ gives $4a^3$. For $c=5$ it is $-5a^3$, which is true but useless: the distortion costs more energy than the field returns.

For the exact solution, set $\psi_1=f\psi_0$. Because $A\psi_0=0$ and $\nabla\psi_0=-(\hat{\mathbf r}/a)\psi_0$,
$$A(f\psi_0)=-\frac{\hbar^2}{2m}\Big(\nabla^2f-\frac2a\frac{\partial f}{\partial r}\Big)\psi_0 .$$
Equation (1) then requires
$$\nabla^2f-\frac2a\frac{\partial f}{\partial r}=\frac{2me}{\hbar^2}z=\frac{2z}{ea}.$$
Try $f=z(p+qr)$. Here $\nabla^2z=0$, $\nabla^2(zr)=4z/r$, $\partial z/\partial r=z/r$ and $\partial(zr)/\partial r=2z$, so
$$\frac{4qz}{r}-\frac2a\Big(\frac{pz}{r}+2qz\Big)=\frac{2z}{ea}.$$
The terms in $z/r$ give $q=p/2a$, and the terms in $z$ give $q=-1/2e$. Therefore
$$\psi_1=-\frac ae\,z\Big(1+\frac r{2a}\Big)\psi_0 ,$$
$$\alpha=-2\langle\psi_0|ez|\psi_1\rangle=2a\Big(\langle z^2\rangle+\frac{\langle r^3\rangle}{6a}\Big)=2a\Big(a^2+\frac54a^2\Big)=\frac92\,a^3 .$$
With $a=0.52918$ Å this is $0.6668$ Å$^3$. Diagonalization in a finite field, which does not use $\psi_1$, also gives $4.5000\,a^3$. The bound $4a^3$ is 11 % too low because its trial lacks the factor $1+r/2a$, which strengthens the response of the weakly held outer part of the cloud.

## (f) How an error in the trial function enters

**For the same system take $\varphi=z\,e^{-\beta r/a}$. Find the bound as a function of $\beta$, and compare its error with that of the trial function.**

**Solution.** Two integrals are needed:
$$\int z^2e^{-\kappa r}d^3r=\frac{4\pi}3\frac{4!}{\kappa^5}=\frac{32\pi}{\kappa^5},\qquad\int\frac{z^2}re^{-\kappa r}d^3r=\frac{4\pi}3\frac{3!}{\kappa^4}=\frac{8\pi}{\kappa^4}.$$
The first, with $\kappa=(1+\beta)/a$, gives
$$w=\frac{e}{\sqrt{\pi a^3}}\frac{32\pi a^5}{(1+\beta)^5},\qquad w^2=\frac{1024\,\pi e^2a^7}{(1+\beta)^{10}}.$$
With $\kappa=2\beta/a$ it gives the squared norm $\langle\varphi|\varphi\rangle=\pi a^5/\beta^5$, and the ratio of the two integrals gives the mean of $1/r$ in $\varphi$ as $\kappa/4=\beta/2a$.

For $h=e^{-\beta r/a}$, $\nabla^2(zh)=z(h''+4h'/r)$, so
$$A\varphi=\frac{e^2}{2a}\Big[1-\beta^2+(4\beta-2)\frac ar\Big]\varphi .$$
Averaging over $\varphi$,
$$\frac{T}{\langle\varphi|\varphi\rangle}=\frac{e^2}{2a}\big[1-\beta^2+(2\beta-1)\beta\big]=\frac{e^2}{2a}(\beta^2-\beta+1). \tag{8}$$
Equation (6) then yields
$$\alpha\ \ge\ \frac{2w^2}{T}=\frac{4096\,\beta^5}{(1+\beta)^{10}(\beta^2-\beta+1)}\,a^3 .$$

At $\beta=1$ this is $4096/1024=4$ in units of $a^3$, as in part (e). The values at $\beta=0.5$, $0.8$ and $1.5$ are $2.9596$, $4.4751$ and $1.8637$. The best exponent is $\beta=0.7970$, with the bound $4.4753\,a^3=0.6632$ Å$^3$. An exponent below 1 makes the trial fall off more slowly than $z\psi_0$, as the factor $1+r/2a$ does in $\psi_1$.

At the best exponent and size, the norm of $\delta=\chi-\psi_1$ is 4.9 % of the norm of $\psi_1$, yet the bound is only 0.55 % below $\alpha$. Equation (5) and $\alpha=2\langle\psi_1|A|\psi_1\rangle$ explain this:
$$\frac{\alpha+2J}{\alpha}=\frac{\langle\delta|A|\delta\rangle}{\langle\psi_1|A|\psi_1\rangle}.$$
The relative deficit is quadratic in $\delta$. The squared norm ratio is $0.049^2=0.0024$, and the actual deficit is $0.0055$. The remaining factor of about 2.3 is the mean of $A$ in the error $\delta$ divided by its mean in $\psi_1$. The quantity $2\langle\delta|A|\delta\rangle$, integrated separately, is $0.0247\,a^3$, which matches the gap between $4.5000$ and $4.4753$.

## (g) What happens when a condition is dropped

**Show by example that the "bound" can exceed $\alpha$ if (i) $\psi_0$ is approximate, (ii) the trial has the wrong permutation symmetry, (iii) the state is excited, or (iv) $\langle W\rangle$ is not subtracted.**

**Solution.** (i) In the system of part (e), replace $\psi_0$ by $\phi=\sqrt{\zeta^3/\pi a^3}\,e^{-\zeta r/a}$, and $E_0$ by the mean energy of $\phi$, $(e^2/2a)(\zeta^2-2\zeta)$. Use the trial shape $z\phi$. Its squared norm is $a^2/\zeta^2$, and by (8) with $\beta=\zeta$ its mean energy is $(e^2/2a)(\zeta^2-\zeta)$. The difference of the two energies is $\zeta e^2/2a$, so (6) would give
$$\frac{2(ea^2/\zeta^2)^2}{(a^2/\zeta^2)(\zeta e^2/2a)}=\frac{4a^3}{\zeta^3}.$$
For $\zeta=0.8$ this is $7.8125\,a^3$, well above the true $4.5\,a^3$. The cloud is too diffuse, and its dipole fluctuates too much.

The other cases use the two-electron well of part (d), where $\alpha=0.9142\,a^3$.

(ii) The lowest state symmetric under exchange, $\psi_s$, has energy $1.5631\,e^2/a$, below the antisymmetric ground state at $2.4072\,e^2/a$. For $\chi=s\psi_s$ the coupling to $W'\psi_0$ vanishes by symmetry, and $-2J=2s^2(E_0-E_s)$. With $s=3a^2/e$ this is $18\times0.8441\,a^3=15.194\,a^3$, and it grows without limit as $s$ grows.

(iii) For the first excited antisymmetric state, $\alpha=1.0539\,a^3$. The operator $H_0-E$ is now negative on the ground state below it. A trial proportional to that ground state, with amplitude $3a^2/e$ and the favourable sign, gives $36.223\,a^3$.

(iv) With $W$ in place of $W'$, adding $s\psi_0$ to $\chi$ changes $-2J$ by $-4s\langle W\rangle$. Here $\langle W\rangle=-0.4146\,ea$. Starting from the trial that gave $0.9067\,a^3$, the addition with $s=5a^2/e$ yields $(0.9067+8.292)a^3=9.199\,a^3$. With the mean subtracted, the same trial still gives $0.9067\,a^3$.

Case (i) limits the use of the theorem for molecules with several electrons, whose exact ground states are in general not available. If $\psi_0$ is the exact ground state of a Hamiltonian restricted to a finite basis, and $W$ and $\chi$ are restricted to that basis too, the proof of (5) and (6) holds unchanged. These then bound the polarizability of the restricted model, not that of the molecule. Bound (7) does not carry over, because it uses $[Z',P_z]=i\hbar N$, which no finite basis satisfies. For a helium atom treated by full configuration interaction in the small basis cc-pVDZ, (7) with the restricted $Z'$ gives $0.38\,a^3$, above the $0.30\,a^3$ of the restricted model; there $T$ is $1.25\,e^2a$ instead of $N\hbar^2/2m=e^2a$. These numbers describe the restricted model, not the atom. In the larger basis aug-cc-pVTZ, $\alpha$ rises to $1.38\,a^3$, $T$ is $1.001\,e^2a$, and (7) gives $1.14\,a^3$, below $\alpha$. In a finite basis $T$ must therefore be computed directly and used in (6).

## (h) Size in a strong field, and the relation to a real dielectric

**Put the system of part (e) in a field of 10 MV/cm, roughly the breakdown field of thin silicon dioxide. Is the second-order description adequate, and what would a real dielectric add?**

**Solution.** The second-order shift $-\tfrac12\alpha F^2$ is $-0.23$ meV, and the fourth-order shift is only about $10^{-4}$ of that. For tunnelling, a one-dimensional estimate along the direction of escape has the transmission
$$\exp\Big[-\frac2\hbar\int_{s_1}^{s_2}\sqrt{2m\Big(\frac{e^2}{2a}-\frac{e^2}s-eFs\Big)}\;ds\Big],$$
where $s$ is the distance from the charge and $s_1,s_2$ are the zeros of the root. Its decimal logarithm is about $-141$. Neither effect matters for this system at this field.

Silicon dioxide supplies only the scale of the field here; the isolated centre is not a model of the oxide. The electronic polarizability of the oxide, estimated from its refractive index and density by the Clausius–Mossotti relation, is roughly 3 Å$^3$ per formula unit, several times the $0.67$ Å$^3$ found here. The assumption of fixed nuclei does not hold in the oxide either. Its ions also move in a static field, which raises the relative permittivity from roughly 2, the electronic part, to roughly 4. A lower bound on the electronic $\alpha$ says nothing about the size of that lattice part.

## Table of computed values

```
ONE ELECTRON AND A FIXED CHARGE +e
length a = 0.52918 angstrom
alpha, finite-field reference = 4.5000 a^3
alpha, exact first-order function = 4.5000 a^3
same in angstrom^3 = 0.6668
trial -c(a/e) z psi0, c = 1: bound 3.0000 a^3
trial -c(a/e) z psi0, c = 2: bound 4.0000 a^3
trial -c(a/e) z psi0, c = 5: bound -5.0000 a^3
trial z exp(-beta r/a), beta = 0.5: 2.9596 a^3
trial z exp(-beta r/a), beta = 0.8: 4.4751 a^3
trial z exp(-beta r/a), beta = 1.0: 4.0000 a^3
trial z exp(-beta r/a), beta = 1.5: 1.8637 a^3
best beta = 0.7970
best bound = 4.4753 a^3
same in angstrom^3 = 0.6632
deficit 2<delta|H0-E0|delta> = 0.0247 a^3
relative error of bound = 0.55 %
relative norm error of trial = 4.9 %
approximate ground state, zeta = 0.8
its mean energy = -0.4800 e^2/a
its false bound = 7.8125 a^3
field = 10 MV/cm
second-order level shift = -0.2315 meV
fourth-order / second-order shift = 9.4e-05
log10 of WKB transmission = -141
TWO SAME-SPIN ELECTRONS IN A 1D WELL (u = x/a)
well: (0.25 u^4 + 0.2 u^3) e^2/a
repulsion: e^2/sqrt((x1-x2)^2 + a^2)
ground energy = 2.4072 e^2/a
mean of x1+x2 = -0.4146 a
variance of x1+x2 = 0.6733 a^2
alpha, finite field = 0.9142 a^3
variance bound = 0.9067 a^3
number of random trials = 300
largest random-trial bound = 0.8349 a^3
best bound, five functions = 0.91404 a^3
alpha again, more digits = 0.91424 a^3
lowest symmetric energy = 1.5631 e^2/a
false bound, symmetric trial = 15.194 a^3
first excited state: alpha = 1.0539 a^3
false bound, excited state = 36.223 a^3
false bound, mean not subtracted = 9.199 a^3
same trial, mean subtracted = 0.9067 a^3
```
